# Rectangular mask openings: near-field synthesis from edges and the missing corners

## What dimension and symmetry fix

A rectangular opening of sides $w$ along $x$ and $h$ along $y$ is cut in an absorber film. Integrate the extra field it transmits over the exit plane, and divide by the difference between the open and absorbing film amplitudes. The result is an effective area. A disturbance confined near a straight edge adds an area proportional to the edge's length, so its coefficient is a length. A disturbance confined near a corner can add only a constant area. The two mirror planes make opposite edges equal and all four corners equal, hence

$$A=wh+2h\beta_\perp+2w\beta_\parallel+4\kappa+A_{\rm coupling}.\tag{1}$$

Here $\beta_\perp$ and $\beta_\parallel$ are complex edge displacements for electric field perpendicular and parallel to the edge, $\kappa$ is a complex corner area, and the last term collects interaction between opposite edges. Locality is an assumption. It fails when the opening is so small that the disturbed zones merge.

Symmetry also isolates a corner signal. For incident field along $x$, reflection in either mirror plane leaves $E_x$ even and makes $E_y$ odd in both coordinates. A slit uniform along $y$ cannot support a field odd in $y$, and likewise for $x$. Therefore $E_y=0$ for both slits, and any $E_y$ behind the rectangle is three-dimensional in origin.

## Model and splitting

The film is free-standing in vacuum, has thickness $d$ and permittivity $\varepsilon=n^2$, and is lit at normal incidence. The time factor is $e^{-i\omega t}$, so absorption means ${\rm Im}\,n>0$. In Gaussian atomic units $k_0=\omega/c$. From here on, wave numbers are in units of $k_0$, and $D=k_0d$. The opening is repeated with period $P$ in both directions.

The open film amplitude is $t_o=e^{iD}$. In the absorber, the entrance and exit factors are $2/(n+1)$ and $2n/(n+1)$, and each internal reflection gives $(n-1)/(n+1)$. Summing the geometric series of round trips gives

$$t_b=\frac{4n\,e^{inD}}{(n+1)^2-(n-1)^2e^{2inD}},\qquad \Delta=t_o-t_b.\tag{2}$$

Let $R_x,R_y$ equal 1 inside the opening's extent and 0 outside. The thin-mask field is $t_b+\Delta R_xR_y$.

For one isolated edge with the opening at $s>0$, solve the two-dimensional problem for $U(s)$ and define $e(s)=U(s)-t_b-\Delta\Theta(s)$, where $\Theta$ is the unit step. Each correction is used over the length of its edge:

$$\begin{aligned}F_{\rm syn}={}&t_b+\Delta R_xR_y+R_y\left[e_\perp(x+\tfrac w2)+e_\perp(\tfrac w2-x)\right]\\&+R_x\left[e_\parallel(y+\tfrac h2)+e_\parallel(\tfrac h2-y)\right].\end{aligned}\tag{3}$$

To find what is missing, solve the two periodic slits for fields $S_x$ and $S_y$, and set $u_x=S_x-t_b-\Delta R_x$, similarly $u_y$. Subtracting the two edge terms from $u_x$ leaves the opposite-edge coupling $c_x$. With $F$ the full three-dimensional $E_x$,

$$F-F_{\rm syn}=\underbrace{R_yc_x+R_xc_y}_{\rm coupling}+K,\qquad K=F-t_b-\Delta R_xR_y-R_yu_x-R_xu_y.\tag{4}$$

This identity defines the corner term $K$. It contains the slit fields but no isolated-edge field, so an error in separating edges from coupling cannot enter $K$. In a periodic cell, coupling also includes interaction across the absorber.

The area law follows from the zero order. In (3), $R_y$ has mean $h/P$ and the two $x$-edge corrections have mean $2P^{-1}\int e_\perp ds$. Multiplying by $P^2/\Delta$ gives $2h\beta_\perp$, with $\beta=\Delta^{-1}\int e\,ds$.

## Full solution

Measure length in $1/k_0$ and put $\tilde H=iH$. Maxwell's equations become $\nabla\times E=\tilde H$ and $\nabla\times\tilde H=\varepsilon E$. Their $z$ components give

$$E_z=\varepsilon^{-1}(\partial_x\tilde H_y-\partial_y\tilde H_x),\qquad \tilde H_z=\partial_xE_y-\partial_yE_x.$$

Insert these into $\partial_zE_x=\tilde H_y+\partial_xE_z$, $\partial_zE_y=-\tilde H_x+\partial_yE_z$, $\partial_z\tilde H_x=\varepsilon E_y+\partial_x\tilde H_z$ and $\partial_z\tilde H_y=-\varepsilon E_x+\partial_y\tilde H_z$. In Fourier orders $\partial_x\to iK_x$ and $\partial_y\to iK_y$, so $\partial_zE=\mathcal P\tilde H$ and $\partial_z\tilde H=\mathcal QE$, with

$$\mathcal P=\begin{pmatrix}K_xZK_y&1-K_xZK_x\\K_yZK_y-1&-K_yZK_x\end{pmatrix},\quad
\mathcal Q=\begin{pmatrix}K_xK_y&\varepsilon_y-K_x^2\\K_y^2-\varepsilon_x&-K_yK_x\end{pmatrix}.\tag{5}$$

$Z$ inverts the Fourier matrix of $\varepsilon$. At walls normal to $x$, the continuous quantity is $\varepsilon E_x$; at walls normal to $y$, it is $E_x$. Thus $1/\varepsilon$ is transformed and inverted in $x$ first, followed by the ordinary transform in $y$:

$$\varepsilon_x=\varepsilon I+(A_x-\varepsilon I)\otimes R_y,\qquad A_x=\left(T_x[1/\varepsilon(x)]\right)^{-1},$$

where $T_x$ is the Fourier multiplication matrix and $R_y$ that of the indicator. Exchange $x$ and $y$ for $\varepsilon_y$.

A mode $e^{i\gamma z}$ satisfies $-\mathcal P\mathcal QW=W\gamma^2$. From $\partial_z\tilde H=\mathcal QE$, its magnetic amplitudes are $V=\mathcal QW(i\gamma)^{-1}$. The backward mode has the opposite sign of $V$. Let $Y$ be the same magnetic-to-electric ratio in vacuum, let $X=e^{i\gamma D}$, and launch modes $a$ from the entrance and $b$ from the exit. Continuity requires

$$E_i+E_r=W(a+Xb),\qquad Y(E_i-E_r)=V(a-Xb),$$
$$E_t=W(Xa+b),\qquad YE_t=V(Xa-b).$$

Multiply each electric equation by $Y$. Adding the entrance pair removes $E_r$; subtracting the exit pair removes $E_t$:

$$2YE_i=(YW+V)a+(YW-V)Xb,\quad 0=(YW-V)Xa+(YW+V)b.$$

With $A=YW+V$, $B=(YW-V)X$ and $G_m=A^{-1}B$, the second equation gives $b=-G_ma$, and the first becomes $(A-BG_m)a=2YE_i$.

## Pseudocode

```
given w, h, P, highest order M, eps, D
t_o, t_b, Delta <- film amplitudes
for each polarization:
    solve a slit of width L/2 in a long cell L
    subtract its thin-mask field
    window one edge; project onto orders of cell P
shift and mirror edge spectra to the four edges
F_syn <- thin field + edge spectra times box spectra
solve two slits in cell P; subtract thin and edge terms
coupling <- slit remainders times box spectra
solve the 3D cell; corner <- F - F_syn - coupling
report norms, pupil orders, zero-order areas and E_y
```

The edge window is 1 for $|s|<L/8$ and falls as a squared cosine to 0 at $3L/8$. Between the two edges, $W_e(s)+W_e(L/2-s)=1$, so their combined correction is neither lost nor counted twice. The edge solution keeps a band three cell orders wider than $M$, because windowing mixes orders near the cutoff.

## Weak contrast: what appears first

Take $|1-\varepsilon|D\ll1$, with $E_0=\hat x e^{iz}$ and $\delta\varepsilon=(\varepsilon-1)(1-R_xR_y)$. The first-order field obeys

$$\nabla\times\nabla\times E_1-E_1=\delta\varepsilon E_0.$$

Its divergence gives $\nabla\cdot E_1=-\nabla\cdot(\delta\varepsilon E_0)$. Using $\nabla\times\nabla\times=\nabla\nabla\cdot-\nabla^2$,

$$(\nabla^2+1)E_1=-(1+\nabla\nabla\cdot)(\delta\varepsilon E_0).$$

For one transverse order, $\gamma^2=1-k_x^2-k_y^2$, and the outgoing solution of $(\partial_z^2+\gamma^2)g=-\delta(z-z')$ is $g=ie^{i\gamma|z-z'|}/(2\gamma)$. The $x$ component of the source carries $1-k_x^2$. The exit amplitude per unit permittivity change is therefore

$$\begin{aligned}G(k_x,k_y)&=\frac{i(1-k_x^2)}{2\gamma}\int_0^D e^{i\gamma(D-z)+iz}dz\\&=\frac{1-k_x^2}{2\gamma}\,\frac{e^{iD}-e^{i\gamma D}}{1-\gamma},\end{aligned}\tag{6}$$

with limit $G(0,0)=iDe^{iD}/2$. Let $r_m,r_n$ be the Fourier coefficients of $R_x,R_y$. To first order, $t_b=e^{iD}+(\varepsilon-1)G(0,0)$, so $\Delta=(1-\varepsilon)G(0,0)$. The opening adds $(1-\varepsilon)r_mr_nG(k_x,k_y)$, while $u_{x,m}=(1-\varepsilon)r_m[G(k_x,0)-G(0,0)]$. Substitution in (4) yields

$$K_{mn}=(1-\varepsilon)r_mr_n\left[G(k_x,k_y)-G(k_x,0)-G(0,k_y)+G(0,0)\right].\tag{7}$$

The corner is first order in contrast. Opposite-edge coupling is not: $R_x=\Theta(x+w/2)+\Theta(w/2-x)-1$, and a linear response to this sum is the sum of two edge responses minus the uniform response. Coupling starts at second order.

The bracket in (7) vanishes if either wave number is zero. It is even in both, so near the origin it starts as $k_x^2k_y^2$. First-order corners thus disturb the near field while contributing no effective area. The edge displacements vanish at this order too, because $u_{x,0}=0$. Measured $\beta$ and $\kappa$ are higher-order effects. The cross-polarized amplitude follows by replacing $1-k_x^2$ in $G$ by $-k_xk_y$.

Two calculations at $D=27.91$ show this regime. For $\varepsilon=1+3\times10^{-4}$, a $40\times30$ nm opening, an 80 nm cell and $M=7$, the modal corner differs from (7) by 0.27% of the formula's norm; $E_y$ differs by 0.36%. For a 60 nm slit in a 160 nm cell, with parallel polarization and orders $|m|\leq7$, halving $1-\varepsilon$ from 0.01 to 0.005 reduces the coupling norm by 4.28. The leading quadratic law predicts 4; a linear law would predict 2. Two further halvings give 4.34 and 4.51, because the squared-cosine window leaves a small linear residue that becomes comparable with the quadratic term near $1-\varepsilon\approx5\times10^{-4}$. An infinitely smooth window over the same interval, $W_e=\tfrac12\left[1-\tanh\tfrac12\left(\tfrac1{1-t}-\tfrac1t\right)\right]$ with $t=4|s|/L-\tfrac12$, reduces that residue several-fold; three successive halvings from 0.01 then give 4.14, 4.06 and 4.01, as the quadratic law requires.

## A TaN example

The photon energy is 91.8 eV, the wavelength 13.51 nm, and $d=60$ nm. A rough index for TaN is $n=0.93+0.04i$. The opening is $80\times60$ nm in a 160 nm cell, with $M=16$. Since $|1-\varepsilon|D/2\approx2.2$, this is outside the weak-contrast regime.

Equation (2) gives $t_o=-0.935+0.353i$ and $t_b=0.221+0.241i$. Errors below are root-sum-square order amplitudes relative to those of the opening signal $F-t_b$ in the same set of orders. The pupil set contains the nine orders with transverse wave number at most $2(0.33)/4=0.165$: those that illumination filling the pupil could bring into a 0.33-aperture system with fourfold reduction. Their amplitudes are still computed at normal incidence.

| Field used | All retained orders | Pupil set |
|---|---:|---:|
| Thin mask | 43.3% | 15.3% |
| Thin mask and edges | 8.9% | 0.69% |
| Also coupling | 8.8% | 0.70% |

The corner norm is 8.8% of the signal, and the norm of $E_y$ is 0.92%. The coupling norm is 1.8%, but adding coupling does not improve the pupil set.

The displacements are $\beta_\perp=0.185-2.87i$ nm and $\beta_\parallel=0.69-2.77i$ nm; the latter is $13.1-52.4i$ bohr. Doubling the Fourier cutoff of the edge calculation shifts each by about $0.007-0.004i$ nm. At the stated cutoff,

$$2(60)\beta_\perp+2(80)\beta_\parallel=133-787i\ {\rm nm^2}.$$

Adding the geometric area 4800, coupling $0.8-1.7i$ and corners $-40.3+14.6i$ gives $A=4893-774i$ nm². Its magnitude is about 3% above the geometric area and its phase is $-9.0^\circ$. Edges therefore act here mainly through phase. The area missing from (3) has magnitude 42 nm², or 0.84% of $|A|$.

At fixed cell and $M=12$, the corner area is $-40.6+15.2i$, $-40.1+15.0i$ and $-39.7+15.1i$ nm² for openings of $50\times40$, $80\times60$ and $110\times90$ nm. This near constancy supports the corner term in (1), with $\kappa\approx-10+4i$ nm², for sides of 40 nm or more; a $30\times30$ nm opening already gives a corner area of about $-34+14i$ nm². The synthesis error falls from 13.7% through 8.6% to 5.8%. A fixed corner norm divided by a signal norm growing roughly as $\sqrt{wh}$ gives this trend.

## Estimating the corner without a 3D solve

Suppose the film acted as a thin mask followed by paraxial propagation. The Fresnel kernel factors in $x$ and $y$, so $F-t_b=(\Delta R_x+u_x)(\Delta R_y+u_y)/\Delta$. Expanding and comparing with (4) gives

$$K\approx u_xu_y/\Delta.\tag{8}$$

Using the slit fields, this lowers the near-field error from 8.8% to 2.2%. Formula (7), with $1-\varepsilon$ replaced by $\Delta/G(0,0)$, lowers it to 5.7%.

The product is less reliable for the zero order. Neglecting coupling, it predicts $4\beta_\perp\beta_\parallel=-31-10i$ nm², against $-40+15i$. The real part is largely recovered, but the imaginary part has the wrong sign.

## Cost, convergence and stability

Parity reduces the modal dimension from $2(2M+1)^2$ to $(M+1)^2+M^2$: from 2178 to 545 at $M=16$. Dense eigenvalue work grows as the cube of dimension, so the saving is about 64-fold. Tilting the light within one mirror plane keeps the other mirror's parity, and so half the full dimension; a general tilt removes the saving. Edge spectra depend on the film and polarization, not on $w$ or $h$, and can be reused; assembling (3) then costs $O(M^2)$ per opening.

Choose the root $\gamma$ that decays forward for evanescent modes. The matching equations then contain no growing exponentials. They become singular if a vacuum order grazes the film, $\gamma=0$; change the period slightly in that case.

Raising $M$ from 12 to 16 changes the corner norm, multiplied by $P$, from 6.61 to 6.95 nm. The near-field percentages therefore belong to the stated bandwidth, and the corner norm is still rising: $M=20$ gives about 7.2 nm, and the product estimate (8), carried from $M=16$ to $M=200$, grows by a further 16%. At full bandwidth the near-field errors are thus about 46 to 47% for the thin mask and about 10% for the corner, while the corner error in the pupil set stays at 0.70% for $M=12$ to 20. At equal bandwidth, enlarging the cell from 160 to 200 nm changes that norm by 0.1%. The total effective area shifts by $3.9-2.4i$ nm² between the two cutoffs, more than the whole coupling area, so the share of coupling in the total is unresolved. Converging the slit cutoffs beyond $M=16$ adds a further $3.5-1.9i$ nm², so the last digit of $A$ is not significant. Doubling the cutoffs of the slit and edge calculations changes the coupling area itself from $0.8-1.7i$ to $1.9-2.3i$ nm²; only its order of magnitude is established.

The edge-cell length matters as well. For parallel polarization, going from 640 to 1280 nm changes the edge spectrum by 3.6% of its norm. Since edges have 45% of the signal norm, a similar change in both polarizations would be about 1.6% of the signal, comparable with the reported coupling. The full-band coupling norm is thus an indication of scale. For parallel polarization and transverse wave numbers below 0.5 in magnitude, increasing both slit width and period fourfold from 80 and 160 nm, at a fixed 1280 nm edge cell, reduces the coupling norm, multiplied by $\sqrt P$, to 0.35 of its value.

## Relation to an actual mask

Extreme-ultraviolet masks use tantalum-based absorbers of roughly this thickness, but on a reflecting multilayer and at about $6^\circ$ incidence. The modelled opening would image to $20\times15$ nm, a demanding size at aperture 0.33. The film's single-pass intensity, 0.107, is far above that of a double-pass absorber; squaring it gives 0.011 if front-surface reflection and its interference are ignored.

The second pass is a large omission. An ideal mirror with angle-independent reflection, and no multiple reflections between mirror and absorber, can be unfolded into a film of thickness $2d$, provided that direct reflection from the absorber's front surface is also neglected. At $M=12$, the synthesis error then rises from 8.6% to 21%. The neglected reflection has amplitude 0.042 for the uniform film, against 0.107 for the double pass, so it matters for the dark background. A real multilayer's angular response would change this further. Tilting the light by $6^\circ$ gives a geometrical shadow of 6.3 nm and, for the 60 nm slit with parallel polarization, lowers the zero-order magnitude by 1.0% in the 160 nm cell. That small change does not measure the shadow's asymmetry.

Changing ${\rm Im}\,n$ from 0.04 to 0.035 moves the synthesis error only from 8.6% to 8.4%. The areas are far more sensitive to the index: at $M=12$, $n=0.95+0.031i$ gives a corner area of about $-26+11i$ nm² and a phase of $A$ of $-6.4^\circ$, while $n=0.91+0.04i$ gives $-56+12i$ nm² and $-11.1^\circ$. The values of $\beta$, $\kappa$ and $A$ above therefore hold for the stated index only. The shape of the cut corners also changes the area: four corners rounded to a 10 nm radius remove $4(1-\pi/4)10^2=86$ nm², twice the magnitude of the electromagnetic corner area. For such a mask, the actual contour should enter the thin-mask term before a corner correction of this size is interpreted.
